# Two-Wave Dispersion, Gap and Band-Edge Masses at a Bragg Plane

## 1. A cosine potential and two standing waves

Take an electron of mass $m$ on a line, in the weak potential
$$V(x)=2V_1\cos Gx,\qquad G=\frac{2\pi}{a},\qquad V_1<0 .$$
The potential wells lie at $x=0,\pm a,\pm 2a,\dots$ Without the potential, the waves $e^{iGx/2}$ and $e^{-iGx/2}$ have the same energy
$$E_B=\frac{\hbar^2}{2m}\left(\frac G2\right)^2=\frac{\hbar^2G^2}{8m}.$$
Any combination of them has this energy too. The potential selects two combinations, $\cos(Gx/2)$ and $\sin(Gx/2)$: one is even and the other odd, so the even function $V(x)$ has no matrix element between them.

Normalized over one period, their densities are
$$\frac2a\cos^2\frac{Gx}2=\frac{1+\cos Gx}{a},\qquad
\frac2a\sin^2\frac{Gx}2=\frac{1-\cos Gx}{a}.$$
The average of $\cos Gx$ over a period is zero and that of $\cos^2Gx$ is $1/2$. The mean potential is therefore
$$\int_0^a 2V_1\cos Gx\;\frac{1\pm\cos Gx}{a}\,dx=\pm V_1 .$$
Both states have kinetic energy $E_B$, so to first order in the potential their energies are $E_B\pm V_1$. The cosine state has its charge in the wells and lies lower; the sine state has its charge on the barriers and lies higher. They are separated by $2|V_1|$.

It remains to find what happens near, and not just at, $k=G/2$, and what changes in three dimensions.

## 2. The equations for the plane-wave amplitudes

Let the potential be local and periodic,
$$V(\mathbf r)=\sum_{\mathbf G}V_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad V_{-\mathbf G}=V_{\mathbf G}^*,\qquad V_{\mathbf 0}=0 .$$
The second relation holds because $V$ is real. The third fixes the zero of energy. The potential may be a local pseudopotential; what matters here is that its coefficients are small.

A Bloch state is a sum of plane waves whose wave vectors differ by reciprocal-lattice vectors:
$$\psi(\mathbf r)=\sum_{\mathbf G'}c_{\mathbf G'}e^{i(\mathbf k-\mathbf G')\cdot\mathbf r}.$$
The potential acts on it as
$$V\psi=\sum_{\mathbf K,\mathbf G''}V_{\mathbf K}\,c_{\mathbf G''}\,e^{i(\mathbf k-\mathbf G''+\mathbf K)\cdot\mathbf r}.$$
A term contributes to the wave $\mathbf k-\mathbf G'$ if $\mathbf K=\mathbf G''-\mathbf G'$. Equating the coefficients of each wave in $H\psi=E\psi$ gives
$$\left[T_{\mathbf G'}-E\right]c_{\mathbf G'}+\sum_{\mathbf G''}V_{\mathbf G''-\mathbf G'}\,c_{\mathbf G''}=0,\qquad
T_{\mathbf G'}=\frac{\hbar^2|\mathbf k-\mathbf G'|^2}{2m}. \tag{1}$$

## 3. Which waves must be kept

Solved for one amplitude, equation (1) reads
$$c_{\mathbf G'}=\frac{\sum_{\mathbf G''}V_{\mathbf G''-\mathbf G'}c_{\mathbf G''}}{E-T_{\mathbf G'}} .$$
A wave whose kinetic energy is far from $E$, compared with the potential coefficients, has a small amplitude. A wave with $T_{\mathbf G'}\approx E$ does not.

Suppose $E$ is close to the kinetic energy of the wave $\mathbf k$. The wave $\mathbf k-\mathbf G$ has the same kinetic energy if
$$|\mathbf k|^2=|\mathbf k-\mathbf G|^2=|\mathbf k|^2-2\mathbf k\cdot\mathbf G+G^2
\quad\Longleftrightarrow\quad \mathbf k\cdot\mathbf G=\frac{G^2}{2}.$$
This is the Bragg plane of $\mathbf G$, which bisects $\mathbf G$ at right angles. We assume that $\mathbf k$ is near this plane and far from every other plane on which a further wave would become degenerate with these two. Then, to leading order, the two amplitudes $c_{\mathbf 0}$ and $c_{\mathbf G}$ suffice:
$$\begin{aligned}
(T_{\mathbf 0}-E)\,c_{\mathbf 0}+V_{\mathbf G}\,c_{\mathbf G}&=0,\\
V_{\mathbf G}^*\,c_{\mathbf 0}+(T_{\mathbf G}-E)\,c_{\mathbf G}&=0.
\end{aligned}\tag{2}$$

## 4. The dispersion

Measure the wave vector from the centre of the plane, $\mathbf k=\mathbf G/2+\boldsymbol\kappa$. Let $\kappa_\parallel$ be the component of $\boldsymbol\kappa$ along $\mathbf G$ and $\boldsymbol\kappa_\perp$ the part in the plane. The two waves are $\boldsymbol\kappa+\mathbf G/2$ and $\boldsymbol\kappa-\mathbf G/2$, and
$$\left|\boldsymbol\kappa\pm\frac{\mathbf G}2\right|^2=\kappa^2+\frac{G^2}4\pm G\kappa_\parallel .$$
Hence $T_{\mathbf 0}=\bar T+D$ and $T_{\mathbf G}=\bar T-D$, with
$$\bar T=E_B+\frac{\hbar^2\kappa^2}{2m},\qquad D=\frac{\hbar^2G\kappa_\parallel}{2m}.$$
Equations (2) have a nonzero solution if their determinant vanishes:
$$(\bar T+D-E)(\bar T-D-E)-|V_{\mathbf G}|^2=(\bar T-E)^2-D^2-|V_{\mathbf G}|^2=0 .$$
Taking the root gives the two-wave dispersion
$$E_\pm(\boldsymbol\kappa)=E_B+\frac{\hbar^2\kappa^2}{2m}\pm\sqrt{\left(\frac{\hbar^2G\kappa_\parallel}{2m}\right)^2+|V_{\mathbf G}|^2}. \tag{3}$$

For $|D|\gg|V_{\mathbf G}|$ the root is close to $|D|$ and the energies return to $\bar T\pm|D|$, the two free-electron parabolas. The potential matters where $|D|$ is comparable to $|V_{\mathbf G}|$ or smaller. The two are equal at $|\kappa_\parallel|=\kappa_c$, where
$$\kappa_c=\frac{2m|V_{\mathbf G}|}{\hbar^2G},\qquad
\frac{\kappa_c}{G/2}=\frac{4m|V_{\mathbf G}|}{\hbar^2G^2}=\frac{|V_{\mathbf G}|}{2E_B}. \tag{4}$$
A weak potential thus mixes the waves in a thin layer around the plane.

## 5. The gap

On the plane $\kappa_\parallel=0$, so $D=0$ and
$$E_g=E_+-E_-=2|V_{\mathbf G}|. \tag{5}$$

To see the states, write $V_{\mathbf G}=|V_{\mathbf G}|e^{i\varphi}$. With $E=\bar T\pm|V_{\mathbf G}|$, the first of equations (2) becomes
$$\mp|V_{\mathbf G}|c_{\mathbf 0}+|V_{\mathbf G}|e^{i\varphi}c_{\mathbf G}=0
\quad\Rightarrow\quad c_{\mathbf G}=\pm e^{-i\varphi}c_{\mathbf 0}.$$
Relative to its average, the density is
$$\tfrac12\left|1\pm e^{-i(\mathbf G\cdot\mathbf r+\varphi)}\right|^2=1\pm\cos(\mathbf G\cdot\mathbf r+\varphi).$$
The part of the potential with wave vectors $\pm\mathbf G$ is $2|V_{\mathbf G}|\cos(\mathbf G\cdot\mathbf r+\varphi)$. Its mean in these densities is $\pm|V_{\mathbf G}|$, and all other Fourier components average to zero. This is the result of section 1 again, with a phase that says where the wells are. The gap depends on the magnitude of $V_{\mathbf G}$ because, with two waves, the phase merely shifts the standing waves in space.

Equation (5) is a splitting at a given $\mathbf k$. In one dimension it is also a range of energies without states. In two or three dimensions it need not be, as section 9 shows.

## 6. Velocity: why a small gap gives a light mass

By (4), $D=|V_{\mathbf G}|\kappa_\parallel/\kappa_c$, so the root in (3) is $|V_{\mathbf G}|\sqrt{1+\kappa_\parallel^2/\kappa_c^2}$. The group velocity along $\mathbf G$ is
$$v_\parallel=\frac1\hbar\frac{\partial E_\pm}{\partial\kappa_\parallel}
=\frac{\hbar\kappa_\parallel}{m}\pm\frac{|V_{\mathbf G}|}{\hbar\kappa_c}\,\frac{\kappa_\parallel}{\sqrt{\kappa_c^2+\kappa_\parallel^2}} .$$
From (4), $|V_{\mathbf G}|/(\hbar\kappa_c)=\hbar G/2m$, the speed of a free electron at $G/2$. Therefore
$$v_\parallel=\frac{\hbar\kappa_\parallel}{m}\pm\frac{\hbar G}{2m}\,\frac{\kappa_\parallel}{\sqrt{\kappa_c^2+\kappa_\parallel^2}}. \tag{6}$$

On the plane the two-wave velocity along $\mathbf G$ is zero: the two waves have opposite components along $\mathbf G$ and equal weight. With the other waves included this stays exact where symmetry enforces it, for a nondegenerate band at $\mathbf k=\mathbf G/2$ or on a zone face parallel to a mirror plane. At a general point of a face without such a mirror, like the hexagonal face of the fcc zone, a small normal velocity remains. A few $\kappa_c$ away, one wave dominates and the speed is nearly that of a free electron. The change in velocity is fixed by $G$, while the interval of $\kappa_\parallel$ in which it happens is proportional to $|V_{\mathbf G}|$. A small gap therefore means a rapid change of velocity with wave vector, which is a small effective mass.

## 7. The band-edge masses

For $|\kappa_\parallel|\ll\kappa_c$ use $\sqrt{1+s}\approx1+s/2$ with $s=\kappa_\parallel^2/\kappa_c^2$:
$$|V_{\mathbf G}|\sqrt{1+\frac{\kappa_\parallel^2}{\kappa_c^2}}\approx|V_{\mathbf G}|+\frac{|V_{\mathbf G}|\kappa_\parallel^2}{2\kappa_c^2}.$$
Insert $\kappa_c$ from (4) and separate a free-electron kinetic energy:
$$\frac{|V_{\mathbf G}|\kappa_\parallel^2}{2\kappa_c^2}
=\frac{\hbar^4G^2\kappa_\parallel^2}{8m^2|V_{\mathbf G}|}
=\frac{\hbar^2\kappa_\parallel^2}{2m}\,\frac{\hbar^2G^2}{4m|V_{\mathbf G}|}
=\frac{\hbar^2\kappa_\parallel^2}{2m}\,\frac{2E_B}{|V_{\mathbf G}|}.$$
The last step uses $\hbar^2G^2/4m=2E_B$. With $\kappa^2=\kappa_\parallel^2+\kappa_\perp^2$, equation (3) becomes
$$E_\pm\approx E_B\pm|V_{\mathbf G}|+\frac{\hbar^2\kappa_\perp^2}{2m}
+\frac{\hbar^2\kappa_\parallel^2}{2m}\left(1\pm\frac{2E_B}{|V_{\mathbf G}|}\right).$$
The effective mass along $\mathbf G$ is defined by writing the last term as $\hbar^2\kappa_\parallel^2/2m^*_\pm$. Since $|V_{\mathbf G}|=E_g/2$,
$$\boxed{\;\frac{m}{m^*_\pm}=1\pm\frac{2E_B}{|V_{\mathbf G}|}=1\pm\frac{4E_B}{E_g}\;} \tag{7}$$
Across $\mathbf G$ the mass is $m$ in this approximation.

For $E_g\ll4E_B$ both masses along $\mathbf G$ have nearly the same magnitude, $|m^*_\pm|\approx mE_g/4E_B$. The free-electron term 1 makes the upper mass slightly smaller in magnitude than the lower one.

The lower mass along $\mathbf G$ is negative if $|V_{\mathbf G}|<2E_B$, which a weak potential satisfies. The lower band then has a maximum along $\mathbf G$ but a minimum across it, so in more than one dimension its edge is a saddle point. The upper band has a minimum in all directions.

The next term of the root, $-s^2/8$, has the magnitude $s/4$ relative to the term $s/2$ that was kept. The parabolas thus hold for wave vectors well inside $\kappa_c$, a range that shrinks with the gap.

## 8. A worked example in one dimension

Choose the round model values $a=0.40$ nm and $V_G=-0.25$ eV, with a single cosine. With $\hbar^2/2m=0.03810$ eV nm²,
$$G=\frac{2\pi}{0.40}=15.708\ \text{nm}^{-1},\qquad
E_B=0.03810\times(7.854)^2=2.350\ \text{eV}.$$
The small parameter is $|V_G|/E_B=0.106$. The gap is $E_g=2\times0.25=0.50$ eV, or $8.01\times10^{-20}$ J, and the mixing width is
$$\kappa_c=\frac{0.25}{0.03810\times15.708}=0.418\ \text{nm}^{-1}.$$

For comparison, the Schrödinger equation was also solved in real space, without selecting any waves: fourth-order finite differences on 64 points per period, with the Bloch condition $\psi(x+a)=e^{ika}\psi(x)$. These values are called "full" below. The full gap is 0.4999 eV. The energies in eV are:

| $\kappa/\kappa_c$ | $E_-$ (3) | full | $E_+$ (3) | full |
|---|---|---|---|---|
| 0 | 2.1002 | 2.0969 | 2.6002 | 2.5968 |
| 0.5 | 2.0723 | 2.0690 | 2.6314 | 2.6280 |
| 1 | 2.0033 | 1.9999 | 2.7104 | 2.7071 |
| 3 | 1.6195 | 1.6159 | 3.2006 | 3.1975 |

The full levels all lie lower by 0.003 to 0.004 eV. Section 9 explains this shift.

The free-electron speed at $G/2$ is $9.09\times10^5$ m/s. At $\kappa=\kappa_c$, equation (6) gives $6.91\times10^5$ m/s in the upper band and $-5.95\times10^5$ m/s in the lower. The slopes of the full bands agree with these values to within 0.1 %.

For the masses, $2E_B/|V_G|=2\times2.350/0.25=18.80$, so
$$\frac{m^*_+}{m}=\frac1{1+18.80}=0.0505,\qquad
\frac{m^*_-}{m}=\frac1{1-18.80}=-0.0562 .$$
In SI units these are $4.60\times10^{-32}$ kg and $-5.12\times10^{-32}$ kg. Other strengths of the potential show the dependence on $4E_B/E_g$. The full masses come from the curvature of the full bands at $k=G/2$.

| $\lvert V_G\rvert$ (eV) | $4E_B/E_g$ | $m^*_+/m$ (7) | full | $m^*_-/m$ (7) | full |
|---|---|---|---|---|---|
| 0.125 | 37.6 | 0.0259 | 0.0259 | −0.0273 | −0.0273 |
| 0.250 | 18.8 | 0.0505 | 0.0505 | −0.0562 | −0.0561 |
| 0.500 | 9.4 | 0.0961 | 0.0959 | −0.1190 | −0.1186 |

Doubling the gap roughly doubles the masses: the upper one grows by slightly less than a factor of two, the lower one by slightly more, because of the term 1 in (7).

## 9. What the other waves do

**A single cosine.** At $k=G/2$ the next waves are $\pm3G/2$, with kinetic energy $9E_B$. Take $V_G$ real and let $c_1$ and $c_3$ be the amplitudes of the waves $G/2$ and $3G/2$. The states are even or odd, so the amplitudes of the opposite waves are $\pm c_1$ and $\pm c_3$. The waves $\pm5G/2$ are reached only through $\pm3G/2$ and first affect the energy at fourth order in $V_G$, so they are dropped. Equation (1) then gives
$$(E_B-E)c_1\pm V_Gc_1+V_Gc_3=0,\qquad (9E_B-E)c_3+V_Gc_1=0 .$$
Eliminating $c_3$ and putting $E\approx E_B\pm V_G$ in the small term,
$$E=E_B\pm V_G-\frac{V_G^2}{9E_B-E}\approx E_B\pm V_G-\frac{V_G^2}{8E_B\mp V_G}.$$
Both levels move down by about $V_G^2/8E_B=0.0033$ eV, which is the shift seen in the table. The difference between the even and the odd level is
$$2V_G-V_G^2\left[\frac1{8E_B-V_G}-\frac1{8E_B+V_G}\right]
=2V_G-\frac{2V_G^3}{64E_B^2-V_G^2}\approx2V_G\left(1-\frac{V_G^2}{64E_B^2}\right).$$
For the example, the relative reduction of the gap is $1.8\times10^{-4}$, as in the full solution. The shift is nearly common to both levels, so the gap is much more accurate than the levels themselves.

**A second harmonic.** If $V_{2G}\neq0$, the waves $\pm3G/2$ also provide an indirect coupling between $G/2$ and $-G/2$. With $E\approx E_B$, equation (1) gives for the waves $3G/2$ and $-3G/2$
$$c_{-G}\approx-\frac{V_Gc_0+V_{2G}c_G}{8E_B},\qquad
c_{2G}\approx-\frac{V_{2G}^*c_0+V_G^*c_G}{8E_B}.$$
They enter the equation for $c_0$ as $V_G^*c_{-G}+V_{2G}c_{2G}$. Collecting the terms in $c_G$, the coupling $V_G$ is replaced by
$$V_G-\frac{V_G^*V_{2G}+V_{2G}V_G^*}{8E_B}=V_G-\frac{V_{2G}V_G^*}{4E_B}.$$
The terms in $c_0$ shift both levels equally at this order. So do the waves $\pm5G/2$, which $V_{2G}$ reaches directly from $\pm G/2$: they lie $24E_B$ higher and add $-|V_{2G}|^2/24E_B$ to both levels without changing the coupling at this order. The gap is twice the magnitude of the new coupling. Its relative correction is now of first order in $V_{2G}/E_B$, and the phases matter. With $V_G=|V_G|e^{i\varphi}$, the magnitude of the coupling is $|V_G|\,|1-V_{2G}e^{-2i\varphi}/4E_B|$. It depends on the phase of $V_{2G}$ minus twice the phase of $V_G$, a combination that a shift of the origin leaves unchanged. For $V_G=-0.25$ eV and $V_{2G}=0.25$ eV,
$$E_g\approx0.50\left(1-\frac{0.25}{4\times2.350}\right)=0.487\ \text{eV},$$
and the full solution also gives 0.487 eV.

**A vanishing coefficient.** With a single cosine, $V_{2G}=0$, and (5) would predict no gap at the second Bragg plane, $k=G$. There the waves $G$ and $-G$, with kinetic energy $4E_B$, are coupled through the wave of zero wave vector. Its equation, with $E\approx4E_B$, is
$$-4E_B\,c_G+V_G^*c_0+V_Gc_{2G}=0\quad\Rightarrow\quad c_G=\frac{V_G^*c_0+V_Gc_{2G}}{4E_B}.$$
It enters the equation for $c_0$ as $V_Gc_G$, so the coupling to $c_{2G}$ is $V_G^2/4E_B$. The gap is
$$2\,\frac{|V_G|^2}{4E_B}=\frac{|V_G|^2}{2E_B}=\frac{0.0625}{4.700}=0.0133\ \text{eV},$$
again as in the full solution. Equation (5) thus requires $V_{\mathbf G}$ to be large compared with such products of other coefficients divided by the energy distance of the intermediate wave. That distance is $4E_B$ or $8E_B$ in these examples, but it can be much smaller: in a rectangular lattice with side $a$ along $\mathbf G$ and a longer side $b$ across it, the nearest intermediate waves lie just $4E_B(a/b)^2$ higher.

**Two dimensions.** Consider a square lattice with $V_{10}=-0.05E_B$ for the four shortest vectors and $V_{11}=-0.02E_B$ for the four diagonal ones. Diagonalization with 49 plane waves gives a gap of $0.102E_B$ at the centre of a zone face, $\mathbf k=\mathbf G/2$. The leading value is $0.100E_B$. The difference comes from four indirect paths, through waves lying $4E_B$ higher, which change the coupling by
$$-\frac{4V_{10}V_{11}}{4E_B}=-0.001E_B .$$

Along $\mathbf G$ the computed curvatures correspond to $m/m^*=-38.2$ and $40.2$. Equation (7) with the actual gap gives the same values, $1\mp4/0.102$. Across $\mathbf G$, $m/m^*$ is 0.998 in the lower band and 1.000 in the upper. The lower edge is indeed a saddle point.

At the face centre the upper band lies at $1.05E_B$. At the zone corner, where a free electron has the energy $2E_B$, the lower band reaches $1.88E_B$. The bands overlap in energy, although they are split at the face centre. At the corner itself four waves are degenerate, and the two-wave equations (2) do not apply.
